# PAW energy of an LDA beryllium atom at its reference configuration

## Setting

A beryllium atom (\(Z=4\)) is treated non-relativistically in the spin-restricted local density approximation (LDA). Hartree atomic units are used. The 1s² core, with density \(n_c\) and kinetic energy \(T_{\rm core}\), is frozen. The valence orbital is the 2s all-electron partial wave \(\phi\), normalized to one, with occupation \(f=2\). All orbitals are real and spherical.

Let \(\Omega\) be the sphere \(r<r_c\), with \(r_c=2.2\) bohr. The PAW data are:

- A pseudo partial wave \(\tilde\phi\) and a pseudo core density \(\tilde n_c\). They equal \(\phi\) and \(n_c\) for \(r\ge r_c\) and join them at \(r_c\) with continuous value and slope. For the numbers below, each is the exponential of a cubic polynomial in \(r^2\) inside the sphere, matched at \(r_c\) through the third derivative.
- A projector \(\tilde p\), zero outside \(\Omega\), with \(\langle\tilde p|\tilde\phi\rangle=1\).
- A compensation charge \(\hat z=\hat Q g\), where \(g\) is spherical, vanishes outside \(\Omega\) and integrates to one. For the numbers below, \(g\propto(1-r^2/r_c^2)^3\) inside the sphere.
- An auxiliary potential \(\bar v\), zero outside \(\Omega\).

For a pseudo orbital \(\tilde\psi\), define

\[
D=f\,|\langle\tilde p|\tilde\psi\rangle|^2,\qquad \tilde n=f\tilde\psi^2+\tilde n_c ,
\]

and, inside \(\Omega\) only,

\[
n^1=D\phi^2+n_c,\qquad \tilde n^1=D\tilde\phi^2+\tilde n_c .
\]

Electron density counts as positive, so the nucleus is \(-Z\delta(\mathbf r)\). Write

\[
t_A[\chi]=\tfrac12\int_A|\nabla\chi|^2d^3r,\qquad
(a,b)=\iint\frac{a(\mathbf r)\,b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
\]

where \(t\) without a subscript refers to all space. The PAW energy is \(E=\tilde E+E^1-\tilde E^1\), with

\[
\tilde E=f\,t[\tilde\psi]+\tfrac12(\tilde n+\hat z,\tilde n+\hat z)+E_{xc}[\tilde n]+\int\tilde n\bar v\,d^3r,
\]

\[
E^1=T_{\rm core}+D\,t_\Omega[\phi]+\tfrac12(n^1,n^1)-Z\int_\Omega\frac{n^1}{r}d^3r+E_{xc,\Omega}[n^1],
\]

\[
\tilde E^1=D\,t_\Omega[\tilde\phi]+\tfrac12(\tilde n^1+\hat z,\tilde n^1+\hat z)+E_{xc,\Omega}[\tilde n^1]+\int_\Omega\tilde n^1\bar v\,d^3r .
\]

The core kinetic energy is a whole-space constant. The infinite self-energy of the point nucleus is omitted. The numbers use Slater exchange with the Vosko–Wilk–Nusair (VWN5) correlation. Energies are quoted to six decimals to check an identity within this numerical model. Other LDA parametrizations move the total energy by more than that (by \(7\times10^{-4}\) hartree for Perdew–Wang 1992 and \(1\times10^{-3}\) hartree for Perdew–Zunger), and LDA does not describe the real atom to that accuracy.

## (a) Occupation and densities

**Question.** Insert \(\tilde\psi=\tilde\phi\). Find \(D\) and relate the one-centre densities to the full densities.

**Answer.** Since \(\langle\tilde p|\tilde\phi\rangle=1\),

\[
D=f\cdot1^2=2 .
\]

Inside the sphere, therefore,

\[
\tilde n^1=f\tilde\phi^2+\tilde n_c=\tilde n,\qquad
n^1=f\phi^2+n_c=n ,
\]

where \(n\) is the all-electron density. Outside the sphere \(\tilde\phi=\phi\) and \(\tilde n_c=n_c\), so \(\tilde n=n\) there.

## (b) Kinetic energy

**Question.** Sum the kinetic terms. Does the result change if the sphere integrals use \(-\tfrac12\chi\nabla^2\chi\) instead of \(\tfrac12|\nabla\chi|^2\)?

**Answer.** Split the smooth term at \(r_c\):

\[
f\,t[\tilde\phi]=f\,t_\Omega[\tilde\phi]+f\,t_{\rm out}[\phi].
\]

The outer part contains \(\phi\) because the two waves agree there. With \(D=f\),

\[
\begin{aligned}
T_{\rm PAW}&=f\,t_\Omega[\tilde\phi]+f\,t_{\rm out}[\phi]+T_{\rm core}+f\,t_\Omega[\phi]-f\,t_\Omega[\tilde\phi]\\
&=T_{\rm core}+f\,t[\phi],
\end{aligned}
\]

which is the all-electron kinetic energy. The computed terms, in hartree, give

\[
0.315089+14.053888-0.059553=14.309424 ,
\]

and direct evaluation for the all-electron atom also gives 14.309424.

For the other form, integrate \(\nabla\cdot(\chi\nabla\chi)=|\nabla\chi|^2+\chi\nabla^2\chi\) over the sphere and use the divergence theorem:

\[
-\tfrac12\int_\Omega\chi\nabla^2\chi\,d^3r
=t_\Omega[\chi]-2\pi r_c^2\,\chi(r_c)\chi'(r_c).
\]

The surface term is the same for \(\phi\) and \(\tilde\phi\), because value and slope match. It cancels in \(E^1-\tilde E^1\). Continuity of the slope also prevents a surface delta function in \(\nabla^2\tilde\phi\), so the whole-space smooth term is the same in both forms.

Including the factor \(f\), the all-electron sphere integral changes from 0.879308 to 1.090631 hartree, and the pseudo one from 0.059553 to 0.270877 hartree. Both rise by 0.21132 hartree. The rise is positive because \(\phi\phi'<0\) at \(r_c\): the magnitude of the orbital is already falling there.

## (c) Compensation charge

**Question.** Choose \(\hat Q\) so that \(\tilde n+\hat z\) and \(n-Z\delta\) have equal charge inside the sphere. Evaluate it from these data: the sphere contains 1.999858 core electrons and 0.243008 pseudo-core electrons, and the integrals of \(\phi^2\) and \(\tilde\phi^2\) over it are 0.410668 and 0.465600.

**Answer.** Equality of the charges means

\[
\int_\Omega\tilde n\,d^3r+\hat Q=\int_\Omega n\,d^3r-Z ,
\]

so that

\[
\begin{aligned}
\hat Q&=\int_\Omega(n-\tilde n)\,d^3r-Z\\
&=(1.999858-0.243008)+2(0.410668-0.465600)-4\\
&=-2.353014 .
\end{aligned}
\]

The negative sign denotes positive physical charge in this convention. The compensation charge represents the nucleus, screened by the net electron charge that the smooth density lacks inside the sphere: 1.756850 missing core electrons, less the 0.109864 valence electrons that the smooth 2s wave has in excess there.

## (d) Electrostatic energy

**Question.** Show what the three electrostatic terms add up to. Then find the error if \(\hat Q\) is replaced by \(\hat Q+\delta\).

**Answer.** Define

\[
\rho=n-Z\delta(\mathbf r),\qquad \tilde\rho=\tilde n+\hat z,
\]

and let \(\rho^1,\tilde\rho^1\) be their restrictions to \(\Omega\). Put \(\Delta=\rho^1-\tilde\rho^1\). Since \(\rho=\tilde\rho\) outside the sphere, \(\rho=\tilde\rho+\Delta\) everywhere.

To keep every expression finite, give the nucleus a small radius. Its self-energy appears equally in \(\tfrac12(\rho,\rho)\) and \(\tfrac12(\rho^1,\rho^1)\); it is dropped from both before the radius goes to zero. Expanding both squares gives

\[
\tfrac12(\rho,\rho)=\tfrac12(\tilde\rho,\tilde\rho)+(\tilde\rho,\Delta)+\tfrac12(\Delta,\Delta),
\]

\[
\tfrac12(\rho^1,\rho^1)=\tfrac12(\tilde\rho^1,\tilde\rho^1)+(\tilde\rho^1,\Delta)+\tfrac12(\Delta,\Delta).
\]

Eliminate \(\tfrac12(\Delta,\Delta)\) by subtracting the first line from the second:

\[
\tfrac12(\tilde\rho,\tilde\rho)+\tfrac12(\rho^1,\rho^1)-\tfrac12(\tilde\rho^1,\tilde\rho^1)-\tfrac12(\rho,\rho)
=(\tilde\rho^1-\tilde\rho,\Delta).
\]

The left side is the PAW electrostatic energy minus the all-electron one. On the right, \(\tilde\rho^1-\tilde\rho\) is zero inside the sphere and \(-\tilde n\) outside. By part (c), \(\Delta\) has no net charge. It is also spherical and confined to \(\Omega\), so by Gauss's law its potential vanishes outside. The right side is zero, and the all-electron electrostatic energy is recovered. In hartree,

\[
0.483688-25.987302-0.738163=-26.241777 .
\]

The direct value is the Hartree energy plus the electron–nucleus energy:

\[
7.115257-33.357034=-26.241777 .
\]

If \(\hat Q\) is too large by \(\delta\), then \(\Delta\) has charge \(-\delta\) and outside potential \(-\delta/r\). The error is

\[
E_{\rm PAW}^{\rm es}-E^{\rm es}
=-\int_{r>r_c}\tilde n\left(-\frac{\delta}{r}\right)d^3r
=\delta\int_{r>r_c}\frac{\tilde n}{r}\,d^3r .
\]

The last integral is 0.379213 hartree per unit charge. For \(\delta=0.1\) the predicted error is 0.037921 hartree, which is also the error found by evaluating the functional with the wrong charge. In a non-spherical system the higher multipoles of \(\Delta\) would have to vanish as well.

## (e) Exchange-correlation and auxiliary terms

**Question.** Sum these two groups of terms. Which property of LDA is needed, and why must the core enter the densities?

**Answer.** The LDA energy is an integral of a function of the density at the same point,

\[
E_{xc}[n]=\int n\,\varepsilon_{xc}(n)\,d^3r ,
\]

so it can be divided at \(r_c\). Using part (a),

\[
\begin{aligned}
&E_{xc}[\tilde n]+E_{xc,\Omega}[n^1]-E_{xc,\Omega}[\tilde n^1]\\
&\quad=E_{xc,\Omega}[\tilde n]+E_{xc,\rm out}[n]+E_{xc,\Omega}[n]-E_{xc,\Omega}[\tilde n]\\
&\quad=E_{xc}[n].
\end{aligned}
\]

The function is nonlinear, so core and valence contributions cannot be evaluated separately and added. The full density, core included, must enter \(E^1\), and the smooth density must equal the full density outside the sphere, which requires \(\tilde n_c=n_c\) there. For \(\tilde\psi=\tilde\phi\), the choice of \(\tilde n_c\) inside the sphere does not affect the sum, provided that \(\tilde E\) and \(\tilde E^1\) use the same one; for other \(\tilde\psi\) it does in general. Numerically, in hartree,

\[
-0.510331-2.341934+0.337409=-2.514856 ,
\]

equal to the direct value.

The auxiliary terms cancel because \(\bar v\) vanishes outside \(\Omega\) and \(\tilde n=\tilde n^1\) inside:

\[
\int\tilde n\bar v\,d^3r-\int_\Omega\tilde n^1\bar v\,d^3r=0 .
\]

For \(\bar v=-(1-r^2/r_c^2)\) hartree inside the sphere, each integral is \(-0.650122\) hartree.

## (f) Total energy

**Question.** Combine the results and compare with the all-electron atom.

**Answer.** Every group has reproduced its all-electron counterpart, so

\[
\begin{aligned}
E_{\rm PAW}[\tilde\phi]&=T_{\rm core}+f\,t[\phi]+\tfrac12(n,n)-Z\int\frac nr\,d^3r+E_{xc}[n]\\
&=14.309424-26.241777-2.514856\\
&=-14.447209\ \text{hartree}=-393.129\ \text{eV}.
\end{aligned}
\]

This is the all-electron energy. A separate Gaussian-basis calculation gives \(-14.447205\) hartree, which differs by \(4\times10^{-6}\) hartree. The numerical check also recomputes the smooth kinetic and electrostatic energies in reciprocal space.

## (g) What the agreement does not establish

**Question.** Keep the partial waves and projector fixed. Does the agreement show that the functional is exact for other \(\tilde\psi\), or that \(\tilde\phi\) is a stationary point?

**Answer.** It shows neither. For general \(\tilde\psi\), the auxiliary potential contributes

\[
W=f\int\tilde\psi^2\bar v\,d^3r-D\int_\Omega\tilde\phi^2\bar v\,d^3r ,
\]

which need not vanish. As an example, multiply \(\tilde\phi\) by \(1+0.3e^{-r^2}\), with \(r\) in bohr, and normalize with the PAW overlap operator

\[
S=1+|\tilde p\rangle\left(\int_\Omega\phi^2d^3r-\int_\Omega\tilde\phi^2d^3r\right)\langle\tilde p| .
\]

For such a state the compensation charge is recomputed from the one-centre densities, \(\hat Q=\int_\Omega(n^1-\tilde n^1)\,d^3r-Z\), with the new occupation \(D=2.410235\); at the reference this reduces to the formula of part (c). With \(\tilde p\propto g\tilde\phi\) and \(g\propto(1-r^2/r_c^2)^3\) inside the sphere, the energy is \(-14.402175\) hartree with \(\bar v\) and \(-14.436826\) hartree without it. The difference is 0.034651 hartree. An all-electron energy assigned to this state cannot depend on \(\bar v\), so at most one of the two values can be exact.

For stationarity, set \(\tilde\psi=\tilde\phi+\eta\) and \(w=\langle\tilde\phi|\bar v|\tilde\phi\rangle\). To first order \(D=f(1+2\langle\tilde p|\eta\rangle)\), hence

\[
W=2f\,\langle \bar v\tilde\phi-w\tilde p\,|\,\eta\rangle+O(\eta^2).
\]

Normalization requires \(\langle S\tilde\phi|\eta\rangle=0\) to first order. For \(W\) to be stationary, \(\bar v\tilde\phi-w\tilde p\) must therefore be a multiple of \(S\tilde\phi\). Its overlap with \(\tilde\phi\) is \(w-w=0\), whereas \(\langle\tilde\phi|S|\tilde\phi\rangle=1\), so the multiple is zero and \(\bar v\tilde\phi=w\tilde p\) is required.

This fails here, because \(\bar v\tilde\phi\) and \(\tilde p\) contain different powers of \(1-r^2/r_c^2\). The reference therefore cannot be stationary both with and without this \(\bar v\), although its energy is the same in both cases. Along the distortion \(1+ae^{-r^2}\) used above, with \(S\)-normalization, neither case is stationary: \(dE/da\) at \(a=0\) is 0.128 hartree with this \(\bar v\) and 0.013 hartree without it. Stationarity is a further condition, which links \(\bar v\) to the projector. It is met when \((-\tfrac12\nabla^2+\tilde v-\varepsilon_{2s})\tilde\phi\) is a multiple of \(\tilde p\), where \(\tilde v\) is the sum of the Hartree potential of \(\tilde n+\hat z\), the exchange-correlation potential of \(\tilde n\), and \(\bar v\). Accuracy away from the reference depends on how well the partial waves and projectors represent the changed orbital inside the sphere.

## Computed results

```
nuclear charge Z: 4; sphere radius rc: 2.2 bohr
1s eigenvalue: -3.856411 hartree
2s eigenvalue: -0.205744 hartree
AE Hartree energy: 7.115257 hartree
AE electron-nucleus energy: -33.357034 hartree
core kinetic energy: 13.174580 hartree
2s norm in sphere, AE: 0.410668
2s norm in sphere, PS: 0.465600
core electrons in sphere: 1.999858
pseudo-core electrons in sphere: 0.243008
one-centre occupation D: 2.000000
compensation charge (electron-positive): -2.353014 e
vbar at the nucleus: -1.0 hartree
kinetic, smooth: 0.315089 hartree
kinetic, one-centre AE: 14.053888 hartree
kinetic, one-centre PS: 0.059553 hartree
kinetic, PAW sum: 14.309424 hartree
kinetic, direct AE: 14.309424 hartree
electrostatic, smooth: 0.483688 hartree
electrostatic, one-centre AE: -25.987302 hartree
electrostatic, one-centre PS: 0.738163 hartree
electrostatic, PAW sum: -26.241777 hartree
electrostatic, direct AE: -26.241777 hartree
xc, smooth: -0.510331 hartree
xc, one-centre AE: -2.341934 hartree
xc, one-centre PS: -0.337409 hartree
xc, PAW sum: -2.514856 hartree
xc, direct AE: -2.514856 hartree
vbar, smooth: -0.650122 hartree
vbar, one-centre AE: 0.000000 hartree
vbar, one-centre PS: -0.650122 hartree
vbar, PAW sum: 0.000000 hartree
vbar, direct AE: 0.000000 hartree
largest term difference: 3.6e-15 hartree
PAW total: -14.447209 hartree = -393.1286 eV
AE total: -14.447209 hartree = -393.1286 eV
Gaussian-basis total: -14.447205 hartree
reciprocal-space smooth kinetic: 0.315089 hartree
reciprocal-space smooth electrostatic: 0.483688 hartree
sphere kinetic, gradient, 2s AE: 0.879308 hartree
sphere kinetic, gradient, 2s PS: 0.059553 hartree
sphere kinetic, Laplacian, 2s AE: 1.090631 hartree
sphere kinetic, Laplacian, 2s PS: 0.270877 hartree
excess compensation charge: 0.1 e
outside-density potential at centre: 0.379213 hartree/e
resulting electrostatic error: 0.037921 hartree
distortion amplitude: 0.3
distorted orbital, D: 2.410235
distorted orbital, E with vbar: -14.402175 hartree
distorted orbital, E without vbar: -14.436826 hartree
distorted orbital, vbar effect: 0.034651 hartree
```
